# Wagner number one on a ten-centimetre copper cathode

A copper strip 10 cm wide is to receive a mean deposit of 25 µm. In the model treated here, plating at 20 mA/cm² leaves 56 µm at the edges and 20 µm at the centre. At 2.57 mA/cm² the same strip in the same bath ends with 29 µm and 24 µm, provided the exchange current density of the copper reaction is no more than about 1 mA/cm². What sets the current density at which the deposit evens out?

## Back of the envelope

Two resistances share the work of deciding where the current goes. The solution resistance favours the edges, which also draw current through the solution beyond the strip. The electrode reaction also resists the current, by the same law at every point of the surface, and this favours an even deposit.

Take the current density $i$ and the overpotential $\eta$ as positive magnitudes. A current density $i$ crossing a distance comparable with the cathode width $L$, in a bath of conductivity $\kappa$, needs a voltage of order $iL/\kappa$. In the Tafel regime, where the reverse reaction is negligible,

$$i=i_0e^{\eta/b},\qquad b=\frac{RT}{\alpha_cF},$$

with $i_0$ the exchange current density and $\alpha_c$ the cathodic transfer coefficient. A change of $b$ in overpotential changes the current by a factor $e$. In an open bath, where the current is not squeezed along a narrow gap, the ohmic differences alter the local current little if $iL/\kappa\ll b$. If $iL/\kappa\gg b$, they can alter it strongly. As an estimate, put the crossover at $iL/\kappa=b$.

With $\alpha_c=0.5$ at 298.15 K, $b=25.69/0.5=51.4$ mV. A high-acid copper bath has roughly $\kappa=0.5$ S/cm, so

$$i^*=\frac{\kappa b}{L}=\frac{0.5\times0.0514}{10}\ \text{A/cm}^2=2.57\ \text{mA/cm}^2,$$

or 25.7 A/m². At 20 mA/cm² the ohmic scale is 400 mV, nearly eight times $b$.

## The Wagner number

The Wagner number is the slope of the polarization curve divided by the ohmic resistance of unit area, $L/\kappa$:

$$\mathrm{Wa}=\frac{\kappa}{L}\frac{d\eta}{di}.$$

Inverting the Tafel law gives $\eta=b\ln(i/i_0)$, hence $d\eta/di=b/i$ and

$$\mathrm{Wa}=\frac{\kappa b}{iL}=\frac{i^*}{i}.$$

The exchange current density has dropped out. The length is a convention: here $L$ is the full width, and choosing the half-width would double Wa. The value one therefore acquires a meaning for thickness only when a geometry is specified.

## Current distribution on a strip

Let the cathode be a long strip, flush in an insulating plane, with the anode far away. Assume for now a uniform bath composition and an equipotential metal.

A narrow element $dx'$ of the strip takes up a current $i(x')\,dx'$ per unit length. In the solution this current converges through half-cylinders of area $\pi r$ per unit length. Current flows towards lower potential, so the solution potential $\phi$ rises with distance from the sink:

$$\kappa\frac{d\phi}{dr}=\frac{i(x')\,dx'}{\pi r}.$$

This radial flow runs along the insulating plane and does not cross it, so the wall condition is met. Integrating, and adding all elements,

$$\phi(x)=\text{const}+\frac{1}{\pi\kappa}\int_{-L/2}^{L/2}i(x')\ln|x-x'|\,dx'.$$

The metal potential is uniform, so $\eta$ equals $\phi$ plus a constant, and the Tafel law reads $\ln i=\phi/b+\text{const}$. Write $i=i_m j$, with $i_m$ the mean current density, and $x=L\xi$. Then $\int j\,d\xi=1$, and the term $\ln L$ from the logarithm contributes only a constant. The result is

$$\ln j(\xi)=C+\frac{1}{\pi\,\mathrm{Wa}}\int_{-1/2}^{1/2}j(\xi')\ln|\xi-\xi'|\,d\xi',\qquad \mathrm{Wa}=\frac{\kappa b}{i_mL}.$$

The constant $C$ is fixed by the mean of $j$. For this geometry and these kinetics, Wa is the single parameter of the distribution. Doubling the width while halving the mean current density leaves the relative profile unchanged.

**Large Wa.** The integral has a small prefactor, so to leading order $j=1$ may be used inside it. From $\int_0^a\ln s\,ds=a\ln a-a$,

$$\int_{-1/2}^{1/2}\ln|\xi-\xi'|\,d\xi'=\left(\tfrac12+\xi\right)\ln\left(\tfrac12+\xi\right)+\left(\tfrac12-\xi\right)\ln\left(\tfrac12-\xi\right)-1.$$

At the edge this equals $-1$, and at the centre $-\ln2-1$. The difference is $\ln2$, so

$$\ln\frac{j_{\text{edge}}}{j_{\text{centre}}}\simeq\frac{\ln2}{\pi\,\mathrm{Wa}},\qquad \frac{j_{\text{edge}}}{j_{\text{centre}}}\simeq1+\frac{\ln2}{\pi\,\mathrm{Wa}}.$$

The factor $\ln2/\pi\approx0.22$ explains why Wa = 1 is still a fairly even case for this strip: the ohmic difference between edge and centre is only about a fifth of $i_mL/\kappa$.

**Any Wa.** Elliptic coordinates, $x=\frac L2\cosh\mu\cos\theta$ and $y=\frac L2\sinh\mu\sin\theta$, turn the solution into the region $\mu>0$, $0<\theta<\pi$. The strip is $\mu=0$, and the insulating walls are $\theta=0$ and $\theta=\pi$. The map is conformal, so Laplace's equation keeps its form. A solution symmetric about the centre, with no current through the walls, is

$$\frac{\phi}{b}=\text{const}+A\mu+\sum_{m\ge1}a_me^{-2m\mu}\cos2m\theta.$$

At the strip, a step $d\mu$ is a distance $\frac L2\sin\theta\,d\mu$ along the normal. The current density into the metal is therefore

$$i_mj=\frac{\kappa b}{(L/2)\sin\theta}\left(A-\sum_{m\ge1}2m\,a_m\cos2m\theta\right).$$

Multiply by $\sin\theta/(2i_m)$:

$$\frac{j\sin\theta}{2}=\mathrm{Wa}\left(A-\sum_{m\ge1}2m\,a_m\cos2m\theta\right).$$

On the strip $\xi=\frac12\cos\theta$, so $|d\xi|=\frac12\sin\theta\,d\theta$. Integrating over $0<\theta<\pi$ gives 1 on the left, while the cosines vanish on the right. Thus $\mathrm{Wa}\,A=1/\pi$, and the equations to solve are

$$\frac{j\sin\theta}{2}=\frac1\pi-\mathrm{Wa}\sum_{m\ge1}2m\,a_m\cos2m\theta,\qquad \ln j=a_0+\sum_{m\ge1}a_m\cos2m\theta.$$

They were solved by Newton's method. As a test, the sink integral was solved separately on 200 panels for three cases: $i^*$ on 10 cm, $i^*/2$ on 20 cm, and 20 mA/cm² on 10 cm. The second case also used a different $i_0$. The largest relative difference between the two local current densities was $1.3\times10^{-4}$.

**Small Wa.** Measured in units of $i_mL/\kappa$, the variation of the solution potential along the strip is $\mathrm{Wa}\ln j$. Away from the edges it vanishes as Wa tends to zero. The solution next to the metal then becomes equipotential, the sum drops out, and

$$j=\frac{2}{\pi\sin\theta}=\frac{2}{\pi\sqrt{1-4\xi^2}}.$$

The centre receives $2/\pi=0.637$ of the mean, and the edge value diverges in this limit. At Wa = 0.04 and 0.01 the computed centre values are 0.703 and 0.656, approaching the limit from above.

## Comparison and consequence for thickness

With full current efficiency, local thickness is proportional to $j$. Two electrons are needed per copper atom, so the mean thickness after time $t$ is $h=i_mMt/(2F\rho)$, with $M$ the molar mass and $\rho$ the density. At $i^*$,

$$t=\frac{2F\rho h}{Mi^*}=\frac{2\times96485\times8.96\times0.0025}{63.546\times0.002569}\ \text{s}\approx7.35\ \text{h}.$$

The mean deposit is held at 25 µm throughout this table:

| $i_m$ (mA/cm²) | Wa | Edge (µm) | Centre (µm) | Time (h) |
|---:|---:|---:|---:|---:|
| 0.257 | 10 | 25.40 | 24.85 | 73.5 |
| 2.57 | 1 | 29.0 | 23.7 | 7.35 |
| 10 | 0.257 | 40.5 | 21.4 | 1.89 |
| 20 | 0.128 | 56.0 | 19.8 | 0.94 |

At Wa = 1 the edge is 22% thicker than the centre, and the linear form of the leading-order result gives nearly the same ratio, 1.221 against 1.224. Nothing abrupt happens there. In this Tafel model the unevenness grows steadily as the current rises, and at 20 mA/cm² the ratio is 2.8. The edge column gives the value at the very edge: at 20 mA/cm² the thickness has fallen to 47 µm at 1 mm from the edge and to 35 µm at 5 mm.

Wa = 1 is thus a crossover, and a thickness specification is a separate matter. If the edge may be at most 10% thicker than the centre, this strip needs Wa = 2.22, or 1.16 mA/cm². Plating 25 µm then takes about 16 h. Within the model, the same uniformity at a higher current requires a larger $\kappa b$ or a smaller $L$.

Changing the geometry is the other route. If plane electrodes face each other and fill the cross-section of a cell with insulating side walls, a potential varying linearly between them satisfies every boundary condition. The current density is then uniform at any Wa. Shields, and auxiliary cathodes that take current from the edges, can move a real cell towards this case.

## Where the estimate shifts or fails

**Reverse reaction.** Take Butler–Volmer kinetics with $\alpha_c=0.5$ and an anodic coefficient of 1.5. With $u=e^{F\eta/2RT}$, the current is $i=i_0(u-u^{-3})$, and

$$\frac{di}{d\eta}=\frac{i_0F}{RT}\left(\frac u2+\frac{3}{2u^3}\right).$$

The bracket is smallest when $\frac12-\frac{9}{2u^4}=0$, that is $u=\sqrt3$, where it equals $\frac{\sqrt3}{2}+\frac{1}{2\sqrt3}=\frac{2}{\sqrt3}$. The largest possible Wagner number is therefore

$$\mathrm{Wa}_{\max}=\frac{\sqrt3}{2}\,\frac{\kappa RT}{i_0FL}.$$

It reaches one only if $i_0\le1.11$ mA/cm² in this example. For $i_0=1$ mA/cm², Wa starts at 0.64 at zero current, rises to 1.11, and falls through one at 2.25 mA/cm², 12% below $i^*$. For $i_0=0.1$ mA/cm² the crossing agrees with $i^*$ to the digits quoted. The low-current results above need a correspondingly small $i_0$: with $i_0=1$ mA/cm², no current gives Wa = 2.22, and the edge-to-centre ratio at 1.16 mA/cm² is 1.20 rather than 1.10. With these kinetics on the strip, a mean of 2.57 mA/cm² still gives 29 and 24 µm for $i_0=1$ mA/cm², but 42 and 20 µm for $i_0=5$ mA/cm². In the latter case a lower current does not help: the ratio rises from 2.05 at 2.57 mA/cm² to 2.34 at 0.257 mA/cm². Exchange current densities of several mA/cm² are commonly reported for acid copper without additives, so the low-current rows of the table describe a surface with slowed kinetics, not every bath.

**Copper depletion.** A diffusion layer of thickness $\delta$ limits the current density to $i_L=2FDc/\delta$. Rough values $D=5\times10^{-6}$ cm²/s, $c=0.3$ mol/L and $\delta=50$ µm give 57.9 mA/cm². If the rate is proportional to the surface concentration, $i=i_0(1-i/i_L)e^{\eta/b}$, and

$$\frac{d\eta}{di}=b\left(\frac1i+\frac{1}{i_L-i}\right)=\frac{b}{i(1-i/i_L)}.$$

Setting Wa = 1 gives $i(1-i/i_L)=i^*$, whose lower root is

$$i=\frac{i_L}{2}\left(1-\sqrt{1-\frac{4i^*}{i_L}}\right)=2.70\ \text{mA/cm}^2,$$

5% above $i^*$. At a fixed mean of 20 mA/cm², depletion matters more: the edge-to-centre ratio drops from 2.83 to 2.01. The edge then runs at 33 mA/cm², more than half the limit. This evening-out assumes the same $\delta$ everywhere; a layer thinner at the edges would weaken it.

**Thin metal.** Let the strip be a film of resistivity $\rho_e$ and thickness $d$, contacted along one of its long edges. If the current density is nearly uniform, the current collected up to distance $x$ from the free edge is $ix$ per unit length of strip. The drop across the width is

$$\int_0^L\frac{\rho_e}{d}\,ix\,dx=\frac{i\rho_eL^2}{2d}.$$

For 1 µm of copper with $\rho_e=1.7$ µΩ cm this is 2.2 mV at $i^*$, small beside $b$. At 20 mA/cm² it is 17 mV, a third of $b$, and it favours the contacted edge until the deposit thickens. The solution resistance takes up part of this drop, so the contacted edge receives about 15% more current than the free edge, less than the factor $e^{1/3}$ would suggest.

## Beside a real plating line

The bath values are rough, and organic additives in commercial copper baths can change the polarization curve from the simple Tafel law used here. With these values, plating this strip at 10 to 20 mA/cm² runs well below Wa = 1, where cell geometry strongly affects thickness. The flush strip with a distant anode is itself an idealization: in a tank the anodes may be close to the panel, and shields may be present. The ratio of 2.8 is therefore no forecast for a given tank, and the parallel-plate case shows that geometry alone can bring it down to one. The estimate of $i^*$ itself varies in direct proportion to $\kappa$ and $1/\alpha_c$. In the examples above, depletion raises the crossing by 5%, and the reverse reaction lowers it by 12% when $i_0=1$ mA/cm². In the Butler–Volmer example with $i_0$ above 1.11 mA/cm², Wa stays below one at every current and there is no crossing to estimate. The remaining values are listed in the numerical output.

## Numbers as computed

```
Temperature: 298.15 K
Bath conductivity (rough): 0.50 S/cm
Cathode width: 10.0 cm
Transfer coefficients, cathodic and anodic: 0.5, 1.5
Thermal voltage RT/F: 25.69 mV
Tafel slope b: 51.39 mV per e-fold
Tafel slope: 118.3 mV per decade
Current density at Wa = 1: 2.569 mA/cm2
Same current density: 25.69 A/m2
Ohmic scale iL/kappa at Wa = 1: 51.39 mV
Ohmic scale at 20 mA/cm2: 400 mV
Wa from definition at that current: 1.000000
Mean deposit thickness: 25.0 um
Copper molar mass: 63.546 g/mol
Copper density (rough): 8.96 g/cm3
Tafel strip: i mA/cm2 | Wa | edge um | centre um | ratio | hours
  0.257 | 10.000 | 25.40 | 24.85 | 1.022 | 73.54
  2.569 | 1.000 | 28.98 | 23.68 | 1.224 | 7.35
  10.000 | 0.257 | 40.49 | 21.36 | 1.896 | 1.89
  20.000 | 0.128 | 55.97 | 19.77 | 2.830 | 0.94
First-order edge/centre ratio at Wa=1: 1.221
Wa for edge/centre ratio 1.10: 2.221
Current density for ratio 1.10: 1.157 mA/cm2
Largest difference of two solvers: 1.3e-04
First-order law check at Wa=50 (ideal 1): 1.0003
Centre/mean at Wa=0.04 and 0.01: 0.7034, 0.6557
Centre/mean limit 2/pi: 0.6366
Largest i0 that allows Wa=1: 1.113 mA/cm2
Upper Wa=1 crossing, i0=1.0 mA/cm2: 2.254 mA/cm2 (-12.3 %)
Upper Wa=1 crossing, i0=0.1 mA/cm2: 2.569 mA/cm2 (-0.0 %)
Wa at zero current, i0=1 mA/cm2: 0.642
Maximum Wa, i0=1 mA/cm2: 1.113
Copper diffusivity (rough): 5.0e-06 cm2/s
Copper concentration (rough): 0.30 mol/L
Diffusion layer (rough): 50 um
Limiting current density: 57.9 mA/cm2
Wa=1 current with depletion: 2.695 mA/cm2
Fraction of limit at Wa=1: 0.044
Fraction of limit at 20 mA/cm2: 0.345
Edge/centre at 20 mA/cm2 with depletion: 2.006
Edge current there: 33.3 mA/cm2
Film resistivity (rough): 1.7 uOhm cm
Film thickness: 1.0 um
Film drop at Wa=1: 2.18 mV
Film drop at 20 mA/cm2: 17.0 mV
```
